# Mean-field exchange enhancement of graphene's A1' and E2g phonon couplings, part 2

Does nonlocal exchange raise graphene's coupling to the A1' phonon at K more than to the E2g phonon at Γ? The model is a half-filled, spin-restricted mean field with one π orbital per carbon. Units are eV and Å. The bond length is $d$, $a_0=\sqrt3\,d$, the bond vectors are $\boldsymbol\delta_j$, $\mathbf K=(4\pi/3a_0,0)$, and the hopping is $t(\ell)=t-t'(\ell-d)$, with bond stretch $\delta\ell$. The interaction is
$$V(r)=\frac{a\,e^2}{\sqrt{r^2+r_0^2}},$$
where $e^2$ includes $1/4\pi\varepsilon_0$ and $a\le1$.

Exchange adds $-V_{ij}\rho_{ij}$ to the Hamiltonian, with $\rho$ the density matrix per spin. Both phonons leave every site charge at $n_i=1$, so Hartree and other site-local potentials are inert. The A–B block is $D=h+\tfrac12V\circ U$, with $h$ the bare hopping, $\circ$ the element-by-element product and $\rho_{AB}=-\tfrac12U$. On a bond $U=-2b$, with $b$ the bond order per spin. In momentum space $D_k=\epsilon_kU_k$; near K, $U_{K+p}=\chi e^{i\theta}$ with $\chi=e^{-2\pi i/3}$ and $\theta$ the angle of $\mathbf p$.

The vertices per unit displacement, $G_K$ (A1') and $G_\Gamma$ (E2g), follow from
$$\delta D=\delta h+\tfrac12\,\delta V\circ U+\tfrac12\,V\circ\delta U ,$$
with $\delta V$ set aside so far. For A1', a mass, $\delta U=G/\epsilon_p$. The bare vertex $G_0$ has size $3t'$; $D_K^2=|G_K|^2/2$ and $D_\Gamma^2=|G_\Gamma|^2/4$.

With velocity $v$ (bare: $\hbar v_0=\tfrac32 td$), $\alpha=ae^2/\hbar v$ and cone cutoff $\Lambda$, first order gives
$$\frac{\delta G_K}{G_0}=\frac\alpha2\Big[\ln\frac\Lambda p+2\ln2\Big],\qquad \delta(\hbar v)=\frac{ae^2}4\ln\frac\Lambda p,$$
the latter up to a constant. E2g gains $(\alpha/4)\ln(\Lambda/p)$, and an identity gives $G_\Gamma/G_0=Z\,v(p)/v_0$ as $p\to0$, with $Z$ a non-universal constant.

The integrals used elliptic coordinates $\mu,\nu$ with foci at $0$ and $\mathbf p$: the distances to the foci are $\tfrac p2(\cosh\mu\pm\cos\nu)$, and the area element is their product times $d\mu\,d\nu$.

The program uses an $N\times N$ grid shifted by $\mathbf s=\mathbf K/N$ and reads quantities at $\mathbf p=\mathbf s$, along $x$; its slopes are taken against $\ln N$. The question now is what happens when the logarithm is not small.

**A.** The ladder has to be summed, with the dressed velocity in its denominator. Let $l=\ln(\Lambda/p)$. In the continuum $U=\chi e^{i\theta}$ does not depend on $v$, so the first-order velocity is already self-consistent: $d(\hbar v)/dl=ae^2/4$. Dividing by $\hbar v$ gives $d\ln v/dl=\alpha/4$, and since $\alpha\propto1/v$, $d\alpha/dl=-\alpha^2/4$.

For the vertex the angular mean of the kernel is needed. With $x=r_</r_>$ the ratio of the smaller to the larger of $p,q$, write $1/|\mathbf p-\mathbf q|=r_>^{-1}(1-xe^{i\theta})^{-1/2}(1-xe^{-i\theta})^{-1/2}$. Expanding each factor as $\sum c_nx^ne^{\pm in\theta}$ with $c_n=\binom{2n}{n}4^{-n}$ and averaging keeps $\sum c_n^2x^{2n}$, which is the series of $(2/\pi)\mathcal K(x^2)$, the complete elliptic integral with parameter $x^2$. With $dq=q\,dl'$ in magnitude and $G$ in units of its source,
$$G(l)=1+\frac12\int_0^\infty dl'\,w(l'-l)\,\alpha(l')\,G(l'),\qquad w=\frac2\pi\mathcal K(x^2)\,\frac q{r_>}.$$
For $q\gg p$ ($l'<l$) $w\to1$, and for $q\ll p$ it decays as $e^{-(l'-l)}$. Split $w$ into the step $\Theta(l-l')$ and a remainder that decays exponentially on both sides. The integral of the remainder is fixed by the first-order result, where the bracket was $l+2\ln2$: it equals $2\ln2$. The program integrates it numerically and finds 1.386294, equal to $2\ln2$ in all printed digits.

Let $f=\alpha G$, which varies slowly. Expanding $f(l')$ about $l$ under the remainder, with $c_1$ its first moment,
$$G=1+\tfrac12\int_0^lf\,dl'+\ln2\;f+\tfrac12c_1f'+\dots$$
Differentiate and divide by $G$, with $g=G'/G$ and $f'/f=g-\alpha/4$:
$$g=\frac\alpha2+\alpha\ln2\Big(g-\frac\alpha4\Big)+\frac{c_1}2\,\alpha\,\frac{f''}{f}+\dots$$
At leading order $g=\alpha/2$, so $f'/f=\alpha/4$ and $f''/f=(\alpha/4)^2+(\alpha/4)'=\alpha^2/16-\alpha^2/16=0$ at order $\alpha^2$. The $c_1$ term and the later ones, which contain $f'''$ and higher derivatives, are therefore at most of order $\alpha^4$. Away from the boundary at $l=0$ they in fact vanish: $v$ is linear in $l$ and $\alpha v$ is constant, so with $\beta=\alpha v\ln2$ the form $G\propto v(v-\beta)$ gives $f\propto v-\beta$, linear in $l$, and substitution with $v'=\alpha v/4$ shows that it satisfies $G'=f/2+\ln2\;f'$. Solving for $g$ gives $g\,(1-\alpha\ln2)=\alpha/2-(\alpha^2/4)\ln2$, and dividing by $d\ln v/dl=\alpha/4$,
$$\frac{d\ln G_K}{d\ln v}=\frac{2-\alpha\ln2}{1-\alpha\ln2}+O(\alpha^3)=2+\alpha\ln2+\alpha^2\ln^22+O(\alpha^3).$$
In the leading-logarithm limit $G_K\propto v^2$, so $G_K/v\propto v$ keeps growing as $p\to0$, while $G_\Gamma/v$ stays fixed. The expansion needs $\alpha\ln2\ll1$; the pole at $\alpha\ln 2=1$ lies outside it and means nothing.

The program solves the integral equation on a grid, with $\alpha=0.2$ at the cutoff and $v/v_0=1+0.2\,l/4$ (the constant in the velocity is absorbed in $v_0$). At $l=20.05$, $v/v_0=2.0025$ and the local $\alpha$ is 0.0999. The exponent is 2.0744 against $2+\alpha\ln2=2.0692$; the test requires the difference to be below $\alpha^2$, and the term $\alpha^2\ln^22=0.0048$ accounts for most of the 0.0052 found.

The vertex itself is 5.06 there, above $(v/v_0)^2=4.01$. This follows from the same equation. Put $y=1+\tfrac12\int f$, so $G=y/(1-\alpha\ln2)$ and $d\ln y=2\,d\ln v/(1-\alpha\ln2)=2\,dv/(v-\beta)$, with $v$ in units of $v_0$ and $\beta=0.2\ln2=0.1386$. Then $y=[(2.0025-0.1386)/(1-0.1386)]^2=4.68$ and $G=4.68/(1-0.0692)=5.03$, within 0.6% of the numerical value. The difference is mainly the term $\tfrac12c_1f'$, which drops out of the exponent because $f'$ is constant but remains in $G$ itself. For $G=Cv(v-\beta)$, $f'=(0.2)^2C/4$, so the term replaces $(1-\beta)^2$ by $(1-\beta)^2-c_1(0.2)^2/8$ in $C^{-1}$. The first moment is $c_1=\sum_{n\ge0}\binom{2n}{n}^216^{-n}/(2n+1)^2-\sum_{n\ge1}\binom{2n}{n}^216^{-n}/(2n)^2=0.961$, which gives $G=5.063$. The boundary at $l=0$, also of relative order $\alpha^2$, then lowers this by 0.1% to the numerical 5.059.

**Q.** So there is no single number for the coupling at K?

**A.** Not in this static mean-field model with a $1/r$ tail at neutrality. The statement that exchange enlarges the coupling is true, but the factor depends on where the logarithm stops. In a calculation that is the k-grid, the smearing or the gap opened by the frozen displacement; in a sample it is the carrier density or the energy of the states probed. The program realises only the first of these; for the others I rely on an argument. Smearing, a gap or a Fermi sea removes the $1/\epsilon$ response below a scale, whereas for states probed at momentum $\mathbf p$ that response remains but the kernel $1/|\mathbf p-\mathbf q|$ stops growing once $q<p$. Either way the logarithm is fixed, but not the constant under it.

If the interaction has a finite range the divergence is absent. For $V\,\mathrm{erfc}(\omega r)$, the form of range separation used in HSE, the transform follows $2\pi ae^2/q$ for $q\gg\omega$ but saturates for $q\ll\omega$, at $2\pi ae^2\int_0^\infty\mathrm{erfc}(\omega r)\,dr=2\sqrt\pi\,ae^2/\omega$ for $r_0\to0$. With a constant kernel the integral $\int d^2q/q$ converges at small $q$, the logarithm ends at $p\sim\omega$, and the region $q<p$, which a grid or a cutoff at the scale $p$ treats inexactly, contributes only at relative order $\alpha p/\omega$. The first-order lattice slopes for $\omega=0.2$ Å$^{-1}$ vanish to four decimals in units of $\alpha$ for $G_K$, $G_\Gamma$ and $v$. The bond-charge response of a real LDA calculation is a kernel of this short-range kind: it can change the vertex by a finite factor and cannot produce the logarithm.

**Q.** Where do GW and the hybrids come in? You have only done Hartree-Fock with a prefactor.

**A.** A global hybrid contains a fixed fraction of bare exchange, so $a$ is that fraction, 0.2 in B3LYP. In the static limit of GW the self-energy has a screened-exchange part $-W_{ij}\rho_{ij}$, of the same form with $W$ for $V$, and a Coulomb-hole part that is local and so inert in the sense shown above. It remains to find $W$.

First-order perturbation theory gives $\delta\rho_{ab}=\delta H_{ab}(f_a-f_b)/(E_a-E_b)$. At neutrality only interband pairs contribute, in two orders, each with denominator $\epsilon_k+\epsilon_{k'}$, $\mathbf k'=\mathbf k+\mathbf q$. The eigenvectors are $(\pm U_k,1)/\sqrt2$, so the interband overlap is $|1-U_{k'}^*U_k|^2/4=(1-\cos\Delta\theta)/2$. With four flavours (spin and valley),
$$\Pi(q)=4\int\frac{d^2k}{(2\pi)^2}\,\frac{1-\cos\Delta\theta}{\hbar v\,(k+k')}.$$
The cosine rule $q^2=k^2+k'^2-2kk'\cos\Delta\theta$ gives $1-\cos\Delta\theta=[q^2-(k-k')^2]/2kk'$. In the elliptic coordinates used before, $k+k'=q\cosh\mu$, $k-k'=q\cos\nu$ and $d^2k=kk'\,d\mu\,d\nu$, so
$$\Pi=\frac1{\pi^2}\,\frac q{\hbar v}\int_0^{2\pi}\frac{\sin^2\nu}2\,d\nu\int_0^\infty\frac{d\mu}{\cosh\mu}=\frac1{\pi^2}\,\frac q{\hbar v}\,\frac\pi2\,\frac\pi2=\frac q{4\hbar v}.$$
Direct quadrature in polar coordinates gives $\Pi\hbar v/q=0.25000$. The RPA dielectric function is $\kappa=1+(2\pi e^2/q)\Pi=1+\pi\alpha_0/2$ with $\alpha_0=e^2/\hbar v_0$. It does not depend on $q$: neutral graphene reduces the Coulomb tail by a constant factor but does not cut it off, so $W$ keeps its $1/r$ form with $a=1/\kappa$.

That correspondence has limits. The constant $\kappa$ holds for momenta within the linear cone, for a free-standing sheet, without σ electrons, and for $\Pi$ built with the bare velocity; with the running velocity it would drift logarithmically with $q$. The frequency dependence of $W$, the quasiparticle weight and the change of $W$ under the displacement are absent here and can alter the coefficients. In a hybrid the Hartree term is unscreened, which does not matter because it is inert. A hybrid also removes the matching fraction of semilocal exchange, whereas the model adds exchange on top of fixed $t$ and $t'$; the short-range part of the enhancement is thus counted differently, and absolute values from the model are not predictions for either method. What carries over is the structure: the difference between the two modes and its growth at small $p$.

**Q.** Put numbers on it.

**A.** Take model inputs of the size typical for graphene tight binding: $t=2.7$ eV, $d=1.42$ Å, $t'=4.5$ eV/Å, $r_0=1.3$ Å. Then $\hbar v_0=1.5\times2.7\times1.42=5.751$ eV Å, or $v_0=8.74\times10^5$ m/s, and $\alpha_0=14.40/5.751=2.504$. The dielectric constant is $1+\pi\times2.504/2=4.933$ and $1/\kappa=0.203$, so $a=0.2$ serves for both the hybrid fraction and static screening, with $a\alpha_0=0.501$. The interaction is $V(0)=2.22$ eV on site and $V(d)=1.50$ eV on a bond. The bare vertices are $3t'=13.5$ eV/Å, so $D_K^2=91.1$ and $D_\Gamma^2=45.6$ eV²/Å².

The self-consistent results at $p=|\mathbf s|$, each relative to the bare value at the same point, are:

| $V$ | $N$ | $p$ (1/Å) | $v/v_0$ | $G_K/G_0$ | $G_\Gamma/G_0$ |
|---|---|---|---|---|---|
| tail | 60 | 0.0284 | 1.564 | 2.13 | 1.519 |
| tail | 120 | 0.0142 | 1.649 | 2.42 | 1.603 |
| tail | 240 | 0.0071 | 1.735 | 2.74 | 1.688 |
| erfc | 120 | 0.0142 | 1.138 | 1.284 | 1.132 |
| erfc | 240 | 0.0071 | 1.138 | 1.286 | 1.132 |

In every row the program asserts that $G_K/G_0$ exceeds both $G_\Gamma/G_0$ and $v/v_0$, and that all three exceed one. These are values on the $N\times N$ grid, read at the point nearest the node, and the rows with the tail are not converged at that $p$: a finer mesh at the same $p$ leaves $v$ unchanged within 0.2% but raises $G_K$ by about a tenth and moves $G_\Gamma$ by up to 2%. The erfc rows move by about 0.003 or less.

Consider $N=240$ with the tail, where the level lies at 0.071 eV. The bond order is 0.2624, and the dressed nearest-neighbour hopping is $2.7+1.4959\times0.2624=3.093$ eV, a rise of 15%; the rest of the 74% rise in velocity comes from the longer-range hoppings that exchange generates. The velocity grows by $1.7350-1.6493=0.086$ per doubling of $N$, against $(0.5008/4)\ln2=0.087$ from the continuum. The A1' vertex is $2.7401\times13.5=37.0$ eV/Å, so $D_K^2=37.0^2/2=684$ eV²/Å² (0.259 Ha²/bohr²), 7.5 times the bare value on this grid; a converged mesh at the same $p$ gives about 830 eV²/Å², nine times the bare value.

For E2g, $1.688^2\times45.56=129.8$, slightly above the printed 128.5 eV²/Å². The cause is the bare vertex at finite $p$. On the $k_x$ axis $\sum_je^{i\mathbf k\cdot\boldsymbol\delta_j}=1+2\cos(ka_0/2)$, which for $k=K+p$ and $x=pa_0/2$ is $1-\cos x-\sqrt3\sin x\simeq-\tfrac32pd\,(1-pd/4)$. The bare vertex is proportional to its derivative, so it carries the factor $1-pd/2$, here $1-0.0050$. That gives 13.43 eV/Å and $(1.688\times13.43)^2/4=128.5$. At $N=960$ the correction is a quarter as large and gives the printed 13.483 eV/Å. The ratio $D_K^2/D_\Gamma^2$ goes from 2 to $684.1/128.5=5.3$ on this grid, and to about 6 on a converged mesh at the same $p$.

Dividing out the velocity separates the two modes. The ratio $(G_\Gamma/G_0)/(v/v_0)$ is 0.971, 0.972, 0.973 for the three grids, nearly independent of $p$ as the identity requires; for A1' it is 1.36, 1.47, 1.58. The value 0.97 is not $Z$ itself: a discrete mesh breaks the invariance under momentum shifts on which the identity rests and adds a constant of its own. Meshes two and four times finer at the same $p$ give about 0.97 and 0.99. From $N=120$ to 240 the logarithm of the first changes by 0.0011 and of the second by 0.072. With the erfc cut, $D_K^2=151$ and $D_\Gamma^2=58$ eV²/Å² at $N=240$; $\ln G_K$ changes by 0.0014 on doubling $N$, against 0.123 with the tail. The finite enhancements are 29% at K and 13% at Γ. Their ratio near two is what the cone region would give at first order, but part of the sum comes from the rest of the zone, where I have derived no such factor.

**Q.** Your lattice exponent is printed as 2.42. The formula with the local $\alpha$ does not give that.

**A.** It does not. With $\alpha=0.2886$ at $N=240$, $2+0.200+0.040=2.24$, which is 0.18 below the lattice value of $0.1227/\ln(1.7350/1.6493)=2.42$. The program asserts only that the lattice exponent lies between 1.5 and 3, so this is a loose check, and the quantitative test of the formula is the continuum one. Part of the excess is the discretisation constant. Reading the vertex at the grid point nearest the node multiplies it by roughly $1+\alpha\,\Delta c/2$ with $\Delta c$ independent of $N$; because $\alpha$ falls as $N$ grows, $d\alpha/d\ln v=-\alpha$, this adds $-\alpha\,\Delta c/2$ to the exponent, of the same order as the $\alpha\ln2$ term. The coarse sampling of the $1/\epsilon$ response around the node makes $\Delta c$ negative, which is the right sign. The whole excess would need $\Delta c\approx-1.25$, whereas refining the mesh at fixed $p$ gives about $-0.4$ at first order and lowers the self-consistent exponent to 2.37 and 2.34 on meshes two and four times finer, or about 2.31 when extrapolated. The unexpanded formula, with $\alpha\approx0.296$ taken midway between the two grids, gives 2.26. The remaining 0.05 is not explained here; terms of order $1/N$ are a candidate.

**Q.** You set aside the change of the interaction with the displacement. Does it matter, and is the undistorted state even stable?

**A.** The term $\tfrac12\delta V\circ U$ is a source, like $\delta h$. On a bond it is $\tfrac12V'(d)\,\delta\ell\,(-2b)=|V'(d)|\,b\,\delta\ell$, the same sign and pattern as $t'\delta\ell$. With $|V'(d)|=V(d)\,d/(d^2+r_0^2)=1.4959\times1.42/3.706=0.573$ eV/Å this is $0.573\times0.2624/4.5=0.033$ of the bare source. For A1' the full lattice sum at first order is 0.2106 for $a=1$, or 0.042 for $a=0.2$, the remainder coming from more distant pairs. It has no logarithm, since $V'\sim1/r^2$ and $U\sim1/r^2$ make the sum converge as $\int dr/r^3$; the tested slope is zero to four decimals. The ladder then amplifies it like any constant source: $D_K^2$ rises from 684 to 742 and $D_\Gamma^2$ from 128.5 to 139 eV²/Å², both by 8%. For A1' this is in line with $1.042^2=1.086$; the size and slope of the E2g source were not computed separately.

On stability, the vertex would diverge if the ladder kernel reached an eigenvalue of one, which signals a spontaneous Kekulé distortion of the mean-field state. The iteration at $N=240$ contracts by 0.44 per step, an estimate of the largest eigenvalue that the source excites, so this channel is stable on that grid at $a=0.2$. The eigenvalue scales as $V/\epsilon$ with the dressed $\epsilon$, so it grows with $a$ but more slowly than linearly; full Hartree-Fock at $a=1$ was not computed and lies outside the small-$\alpha$ expansion. Magnetic instabilities are excluded by the spin restriction and were not examined. The spin restriction does allow a sublattice charge imbalance and a Haldane (time-reversal-breaking) mass, and the program does not test those channels either.

**Q.** Which combination should I compare with a measurement?

**A.** A rate for a phonon to make an electron-hole pair, or for a carrier to emit a phonon, is by the golden rule the squared dressed vertex times a density of states, which on the cone scales as $\epsilon/(\hbar v)^2$. At fixed energy the combination is $(G/v)^2$, apart from angular factors and the small difference between $\epsilon/p$ and $d\epsilon/dp$. For $N=240$ with the tail it changes by $1.579^2=2.5$ for A1' and $0.973^2=0.95$ for E2g; with the erfc cut by $1.130^2=1.28$ and $0.995^2=0.99$. The two values with the tail carry the grid constant: the A1' factor is low by about a fifth relative to a converged mesh, and the departure of the E2g factor from one is not resolved. Within this model, a description without nonlocal exchange gets the E2g combination nearly right because the vertex and the velocity are low by the same factor, and it gets A1' wrong by an amount that depends on energy. The vertex here is taken at phonon wavevector exactly K and at zero frequency, so these factors show size and trend and are not linewidth predictions. The signature to look for is the dependence on scale: the ratio of the K coupling to the Γ coupling should fall as the probed energy or the carrier density rises, or as a nearby dielectric lowers $a$, tracking the velocity at leading-logarithm accuracy.

The program and its output, printed below, contain the tests and the numbers used here, apart from the estimates of mesh dependence at fixed $p$, which come from repeating the same sums on finer meshes.

## Computed values

```
t = 2.7 eV, d = 1.42 A, tp = 4.5 eV/A, r0 = 1.3 A
fraction a = 0.2, erfc omega = 0.2 1/A, e2 = 14.3996 eV A
hbar v0 = 5.7510 eV A = v0 8.7373e+05 m/s
alpha0 = e2/hbar v0 = 2.5039, a*alpha0 = 0.5008
V(0) = 2.2153 eV, V(d) = 1.4959 eV
N=6 mode K dV=False: ladder vs frozen phonon rel. err 9.8e-08
N=6 mode K dV=True: ladder vs frozen phonon rel. err 1.1e-07
N=6 mode G dV=False: ladder vs frozen phonon rel. err 4.9e-08
N=6 mode G dV=True: ladder vs frozen phonon rel. err 5.2e-08
local kernel, A1' u=0.02 A: max|n-1| = 1.1e-15, potential spread 4.2e-15 eV
local kernel, 0.1 eV site potential at K: max|n-1| = 0.0142
random bonds: max|n-1| = 8.9e-16; plus t2=0.2 eV: 2.2e-03
A1' plus t2=0.2 eV: max|n-1| = 1.9e-15
N=960 bare |G_K| = 13.500, |G_G| = 13.483, 3tp = 13.500 eV/A
bare D_K^2 = 91.12, D_G^2 = 45.56 eV^2/A^2
N=960 Re U_k U_k+K = -0.99999, |eps dU/dD| at K = 0.99937
slope/alpha, 1/r tail: G_K 0.5000, G_G 0.2498, v 0.2498
slope/alpha, erfc cut: G_K -0.0000, G_G -0.0000, v -0.0000
slope/alpha, dV source at K: -0.0000; its size at a=1: 0.2106 of bare
kernel constant = 1.386294, 2 ln2 = 1.386294
continuum alpha(UV) = 0.2, l = 20.05: v/v0 = 2.0025, G/G0 = 5.0589
local alpha = 0.0999, exponent = 2.0744, 2+alpha ln2 = 2.0692
Pi hbar v/q = 0.25000, eps_RPA = 4.933, 1/eps_RPA = 0.2027
1/r N=60: p = 0.02838 1/A, eps = 0.2527 eV, v/v0 = 1.5644
  G_K/G0 = 2.1315, G_G/G0 = 1.5189; over v/v0: 1.3625, 0.9709
  D_K^2 = 413.7, D_G^2 = 100.8 eV^2/A^2
1/r N=120: p = 0.01419 1/A, eps = 0.1339 eV, v/v0 = 1.6493
  G_K/G0 = 2.4237, G_G/G0 = 1.6029; over v/v0: 1.4695, 0.9718
  D_K^2 = 535.2, D_G^2 = 114.7 eV^2/A^2
1/r N=240: p = 0.00710 1/A, eps = 0.0706 eV, v/v0 = 1.7350
  G_K/G0 = 2.7401, G_G/G0 = 1.6880; over v/v0: 1.5793, 0.9729
  D_K^2 = 684.1, D_G^2 = 128.5 eV^2/A^2
  bond order per spin = 0.2624, dressed nn hopping = 3.0926 eV
  K ladder convergence ratio = 0.444, local alpha = 0.2886
  with dV: D_K^2 = 741.6, D_G^2 = 139.4 eV^2/A^2
  D_K^2 without dV = 0.2587 Ha^2/bohr^2
erfc N=120: p = 0.01419 1/A, eps = 0.0924 eV, v/v0 = 1.1379
  G_K/G0 = 1.2844, G_G/G0 = 1.1315; over v/v0: 1.1287, 0.9944
  D_K^2 = 150.3, D_G^2 = 57.1 eV^2/A^2
erfc N=240: p = 0.00710 1/A, eps = 0.0463 eV, v/v0 = 1.1377
  G_K/G0 = 1.2861, G_G/G0 = 1.1321; over v/v0: 1.1304, 0.9951
  D_K^2 = 150.7, D_G^2 = 57.8 eV^2/A^2
N 120->240, 1/r: dln(G_K/v) = 0.0720, dln(G_G/v) = 0.0011
lattice exponent dlnG_K/dlnv = 2.421
N 120->240 dlnG_K: 1/r 0.1227, erfc 0.0014
```
